# How a 2 kJ/mol Error Skews Two Equally Populated Precursor Conformers

## The situation

A metal-organic precursor is carried as a vapour through a heated line at 400 K towards an atomic layer deposition chamber. Its ligands are flexible, and the molecule has two conformers, A and B. Suppose that they are in truth equally populated. In A the ligands leave the metal more open than in B, so a steric descriptor of the vapour has to be averaged over both.

The populations are taken from a calculation, and the calculation places B too high by 2 kJ/mol relative to A. The gas remains at 50:50, but the prediction does not. How far does the prediction move, and when is a simple linear estimate of the movement good enough?

## From free energies to populations

Let $G_A$ and $G_B$ be the standard molar free energies of the conformers, each including all the microstates that belong to that conformer. The convention for the difference is

$$\Delta G=G_B-G_A .$$

The true value is $\Delta G=0$ and the calculated value is $\Delta G=\varepsilon$. A positive $\varepsilon$ therefore favours A falsely. An error common to $G_A$ and $G_B$ cancels in the difference and does no harm.

Take one mole of an ideal gas in which a fraction $x$ is A. Each conformer has the chemical potential $G_i+RT\ln(p_i/p^\circ)$, where $p^\circ$ is the standard pressure. The partial pressures are $p_A=xp$ and $p_B=(1-x)p$ at total pressure $p$. Adding the two contributions and subtracting the free energy of pure A at the same $T$ and $p$ leaves

$$g(x)=(1-x)\varepsilon+RT\,[x\ln x+(1-x)\ln(1-x)] .$$

The first term is the cost of having B present, and the second is the gain from mixing. The derivative of $x\ln x$ is $\ln x+1$, and that of $(1-x)\ln(1-x)$ is $-\ln(1-x)-1$. The constants cancel, so

$$g'(x)=-\varepsilon+RT\ln\frac{x}{1-x},\qquad g''(x)=\frac{RT}{x(1-x)}>0 .$$

The positive second derivative means that the point where $g'=0$ is the only minimum. Writing $P$ for the predicted equilibrium fraction of A,

$$\frac{P}{1-P}=e^{u},\qquad u=\frac{\varepsilon}{RT},\qquad P=\frac{1}{1+e^{-u}} .$$

The one parameter that matters is the error measured in units of $RT$. For the example,

$$RT=8.3145\times 400\ \text{J/mol}=3.3258\ \text{kJ/mol},\qquad u=\frac{2}{3.3258}=0.6014 .$$

The predicted ratio is $e^{0.6014}=1.825$, and

$$P=\frac{1.8246}{1+1.8246}=0.6460 .$$

The apparent populations are 64.6 % A and 35.4 % B, or about 65 to 35. Reversing the sign of $\varepsilon$ exchanges the labels, because $P(u)+P(-u)=1$.

## Small errors: the leading term and its correction

Differentiating $P=(1+e^{-u})^{-1}$ gives

$$\frac{dP}{du}=\frac{e^{-u}}{(1+e^{-u})^2}=P(1-P).$$

Let $\delta=P-\tfrac12$ be the shift away from equal populations. Then $P(1-P)=(\tfrac12+\delta)(\tfrac12-\delta)$, and

$$\frac{d\delta}{du}=\frac14-\delta^2,\qquad \delta(0)=0 .$$

For small $u$ the shift is small and $\delta^2$ can be dropped at first. This gives the leading term

$$\delta\simeq\frac{u}{4}=\frac{\varepsilon}{4RT}.$$

Putting this back into $\delta^2$ gives $d\delta/du\simeq\tfrac14-u^2/16$. Integration yields the first correction:

$$\delta\simeq\frac{u}{4}-\frac{u^3}{48}.$$

There is no $u^2$ term, in agreement with the exchange symmetry, which makes $\delta$ an odd function of $u$.

The same equation shows on which side each approximation errs. Take $u>0$. Since $\delta^2>0$, the slope of $\delta$ is below $\tfrac14$, and so $\delta<u/4$. It follows that $\delta^2<u^2/16$, the slope is above $\tfrac14-u^2/16$, and $\delta>u/4-u^3/48$. The true shift lies between the two:

$$\frac{u}{4}-\frac{u^3}{48}<\delta<\frac{u}{4}.$$

For the example,

$$\frac{u}{4}=0.1503,\qquad \frac{u^3}{48}=\frac{0.2175}{48}=0.0045 .$$

The linear estimate is 65.03 % A, and the corrected one is 64.58 %. The full formula gives 64.60 %, inside the bracket. The round figure of 65 to 35 is thus also what the linear rule gives.

The correction divided by the leading term is $u^2/12$, here 3 %. It stays below 10 % while $u<\sqrt{1.2}\approx1.1$, which at 400 K means errors below about 3.6 kJ/mol. In that range one may divide the error by $4RT$ and read off the shift. At 400 K each kJ/mol costs about 7.5 percentage points.

## Large errors: the opposite limit

When $u\gg1$ the prediction assigns nearly everything to A, and the small quantity is the fraction of B:

$$1-P=\frac{e^{-u}}{1+e^{-u}}=e^{-u}-e^{-2u}+\dots$$

The leading term $e^{-u}$ exceeds the full value by the factor $1+e^{-u}$, so its relative error is $e^{-u}$. This falls below 10 % when $u>\ln 10=2.30$, or $\varepsilon>7.7$ kJ/mol at 400 K.

The two limits differ in character. A small error moves the populations in proportion to itself. A large one has already used up most of the available shift, which cannot exceed 50 points, and a further increase mainly changes how rare B appears to be. The 2 kJ/mol error belongs to the first regime. Using $e^{-u}$ for it would give 55 % B instead of 35 %.

## Reading the estimate backwards

To find the error that produces a given apparent population, solve for $\varepsilon$:

$$\varepsilon=RT\ln\frac{P}{1-P}=RT\ln\frac{1+2\delta}{1-2\delta}.$$

Since $\ln(1+y)-\ln(1-y)=2y+2y^3/3+\dots$, setting $y=2\delta$ gives

$$\varepsilon\simeq RT\left(4\delta+\frac{16}{3}\delta^3\right).$$

If the populations are to be right within five points, then $\delta=0.05$. The bracket is $0.2000+0.0007$, and the allowed error is 0.67 kJ/mol. A ratio of exactly 65:35 needs 2.06 kJ/mol by the full logarithm.

## Is the equal case the most sensitive one?

The slope $P(1-P)$ is largest at $P=\tfrac12$, so for an infinitesimal error equal populations are the worst case. A finite error needs more care. Let the true log ratio of A to B be $t$, so that the calculated one is $t+u$. The shift is

$$S=\frac12\left[\tanh\frac{t+u}{2}-\tanh\frac{t}{2}\right],$$

because $1/(1+e^{-z})=\tfrac12+\tfrac12\tanh(z/2)$. The identity $\tanh a-\tanh b=\sinh(a-b)/(\cosh a\cosh b)$, together with $2\cosh a\cosh b=\cosh(a+b)+\cosh(a-b)$, turns this into

$$S=\frac{\sinh(u/2)}{\cosh(t+u/2)+\cosh(u/2)} .$$

For $u>0$ the denominator is smallest at $t=-u/2$. There

$$S_{\max}=\frac{\sinh(u/2)}{1+\cosh(u/2)}=\tanh\frac{u}{4}.$$

The largest shift occurs when the error carries the populations symmetrically across the 50:50 point. In the example this means a true A population of 42.5 %, and the shift is 14.9 points. Starting from equal populations it is 14.6 points. For this error the equal case is close to the worst, but it is not the worst. The gap widens with the error: at 10 kJ/mol the shift from equal populations is 45 points, and the largest possible shift is 64 points.

## What happens to the steric descriptor

Let $d_A$ and $d_B$ be the values of a descriptor in the two conformers. The predicted mean minus the true mean is

$$P d_A+(1-P)d_B-\tfrac12(d_A+d_B)=\left(P-\tfrac12\right)(d_A-d_B).$$

As an illustration, take the buried volume, which is the share of a sphere around the metal that the ligands fill. Choose the round values 60 % for A and 70 % for B. The true mean is 65.0 %. The shift is $0.146\times(-10)=-1.46$ points, so the apparent mean is 63.5 %. The metal looks slightly more accessible than it is. The populations are wrong by nearly 15 points, but the mean descriptor moves by only that fraction of the difference between the conformers. This is a statement about an average, not about a reaction rate.

## An energy error is not quite a free-energy error

So far $\varepsilon$ has been an error in free energy. Suppose instead that the potential energy surface is wrong. Let the conformers be the two wells of a torsion, at $\phi=0$ (A) and $\phi=\pi$ (B), with true energy $V_2\sin^2\phi$. Let the calculation add the smooth error $(\varepsilon/2)(1-\cos\phi)$, which is zero in well A and $\varepsilon$ in well B. The motion is treated classically, with a moment of inertia that does not depend on $\phi$.

Near $\phi=0$ the calculated energy is $(V_2+\varepsilon/4)\phi^2$. Near $\phi=\pi$, with $\psi=\phi-\pi$, it is $\varepsilon+(V_2-\varepsilon/4)\psi^2$. The error has made well A narrower and well B wider. A Gaussian integral is proportional to the inverse square root of its coefficient, so

$$\ln\frac{P}{1-P}\simeq u+\frac12\ln\frac{1-q}{1+q}\simeq u-q,\qquad q=\frac{\varepsilon}{4V_2}.$$

With $V_2=40$ kJ/mol, $q=2/160=0.0125$, and the log ratio falls from 0.6014 to 0.5889. Numerical integration over the two complete wells gives 0.5877, or 64.3 % A. For this form of error, the change in well width takes back about 0.3 points.

## Effects of the same size as the error

Two faults in the treatment of entropy can produce a comparable $\varepsilon$ by themselves.

**A forgotten mirror image.** If B consists of two mirror-image forms and only one is counted, its partition function is halved. Its free energy is then too high by $RT\ln2=2.31$ kJ/mol. This alone turns 50:50 into 67:33.

**A soft vibration.** A classical harmonic mode of wavenumber $\tilde\nu$ has a partition function proportional to $1/\tilde\nu$. If a mode of B at 30 cm$^{-1}$ is placed at 40 cm$^{-1}$, $G_B$ is too high by $RT\ln(40/30)=0.957$ kJ/mol. Summing the quantum levels gives 0.958 kJ/mol, so the classical estimate is sufficient here. One such mode supplies almost half of the 2 kJ/mol, provided it is harmonic. A mode this soft is often a hindered internal rotation. For a threefold rotor with a fixed moment of inertia, the same change from 30 to 40 cm$^{-1}$ gives 1.0 to 1.1 kJ/mol for true barriers of 24 and 6 kJ/mol, but only 0.7 and 0.4 kJ/mol for barriers of 2.4 and 1.2 kJ/mol.

These contributions add with their signs, and they may also cancel.

## The model beside a real delivery line

A temperature of 400 K, a pressure of 1 Torr and a residence time of 0.1 s are rough values for a heated precursor line; the last two depend on the gas flow and on the dimensions of the line. The energies and buried volumes are round model parameters, not data for a particular compound. A flexible precursor may also have more than two conformers. Add a third, 5 kJ/mol above A in both the true and the calculated set. The true populations are then 45.0, 45.0 and 10.0 %, and the calculated ones 56.5, 31.0 and 12.6 %. The ratio of A to B is still 1.82, since the third weight cancels from it, but the figure of 64.6 % for A drops to 56.5 %.

Temperature matters less as long as the free-energy differences do not change with it. With $\varepsilon$ held fixed, the predicted A population is 65.3 % at 380 K and 63.9 % at 420 K. If the conformers differ in entropy, their free-energy difference changes with temperature, and the populations can move by more or less than this.

Non-ideality is negligible as long as the precursor does not associate in the vapour. If it forms dimers, they have to be counted as separate species. Consider first the vapour without a carrier gas. To first order in pressure, the residual Gibbs energy of $n_A$ and $n_B$ moles, measured from an ideal gas at the same temperature, pressure and composition, is

$$G^{\rm res}=\frac{p\,(n_A^2B_{AA}+2n_An_BB_{AB}+n_B^2B_{BB})}{n_A+n_B},$$

where the $B_{ij}$ are second virial coefficients. Differentiate with respect to $n_B$ and to $n_A$, subtract, and set $n_A=n_B$. The terms from the denominator and those with $B_{AB}$ cancel, leaving a shift of $p(B_{BB}-B_{AA})$ in $\Delta G$. For an assumed difference of 1000 cm$^3$/mol at 1 Torr this is 0.13 J/mol, more than ten thousand times smaller than the error. For a precursor highly diluted in a carrier gas C, the same differentiation gives $2p(B_{BC}-B_{AC})$, which for a difference of that size is still below 1 J/mol.

## Does the gas reach equilibrium in time?

Whatever the state in which the vapour enters the line, it reaches the equilibrium populations if the conformers interconvert well within the residence time. With equal rates $k$ in both directions, the fraction of A obeys

$$\frac{dx}{dt}=-kx+k(1-x)=-2k\left(x-\tfrac12\right),$$

so a deviation decays with the time constant $\tau=1/(2k)$. For a barrier of 40 kJ/mol and no entropy of activation, transition-state theory gives

$$k=\frac{k_BT}{h}e^{-40/3.3258}=5.0\times10^7\ \text{s}^{-1},\qquad \tau=10\ \text{ns}.$$

This assumes that collisions keep the supply of energized molecules at its equilibrium level, which is doubtful at 1 Torr. A more cautious estimate lets the collisions set the pace. Take a cross section of 1 nm$^2$, a precursor of 400 u and a carrier gas of 28 u that supplies nearly all of the 1 Torr. The mean relative speed is 569 m/s, and each precursor molecule collides $1.4\times10^7$ times per second. Suppose that a fraction $e^{-40/3.3258}=6.0\times10^{-6}$ of the collisions carries the molecule into the other well. Then $k=82$ s$^{-1}$ and $\tau=6$ ms. The fraction is chosen low. If each collision redraws the molecule's energy from the thermal distribution, an energized molecule settles in the other well only half of the time. But the chance of holding more than 40 kJ/mol is already $1+40/3.3258\approx13$ times larger than $e^{-40/3.3258}$ when just two classical vibrations share the energy. A light carrier gas exchanges only part of the energy in a collision, which can use up this margin for two vibrations. A flexible precursor has many more, and the chance rises steeply with their number.

Even this is about 16 times shorter than the residence time, so equilibrium is a fair assumption for this barrier. The margin is not unlimited. In the cautious estimate it is proportional to the pressure times the residence time, so both have to be known for a given line. In the same estimate $\tau$ grows as $e^{V/RT}$ with the barrier $V$, and a factor of 16 corresponds to $RT\ln16\approx9$ kJ/mol. At a barrier near 49 kJ/mol, $\tau$ is thus about equal to the residence time, and roughly a third of the initial deviation survives. To bring a vapour that enters as pure A within one point of 50:50, the residence time must exceed $\tau\ln50\approx3.9\,\tau$. This leaves a factor of only about 4, or $RT\ln4.2\approx5$ kJ/mol. For barriers above about 45 kJ/mol, that estimate no longer guarantees equilibrium, and the populations could then depend on how the vapour was prepared.
